# The Spin-Orbit Operator and Its Radial Integrals in LAPW Spheres: verification in Python

```python
"""Spin-orbit coupling inside a muffin-tin sphere, Hartree atomic units.

Result under test: eliminating the small Dirac component gives
    [p.(1/2M)p + V + xi L.S] phi = E phi,
    xi = V'(r) / (2 M^2 c^2 r),   M = 1 + (E - V)/(2 c^2),
and second variation needs the integrals of xi between u and udot.
P = r*u is the large radial function, q = r*u'/(2M), udot = du/dE.
K is the eigenvalue of L.S; kappa is the Dirac quantum number.
The norm includes the small component of the scalar-relativistic state.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import simpson
from scipy.optimize import brentq

C_LIGHT = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
Z, SCREEN, RADIUS, ELL, NODES = 80.0, 0.35, 3.0, 1, 4
LL = ELL * (ELL + 1)
STEPS = 8000
x_grid = np.linspace(np.log(1e-8), np.log(RADIUS), STEPS + 1)
step = x_grid[1] - x_grid[0]
r_grid = np.exp(x_grid)
r_mid = np.exp(x_grid[:-1] + step / 2)


# Operator identity on a spinor without special symmetry
def check_operator_identity():
    x, y, z = sp.symbols("x y z", real=True)
    s = sp.symbols("s", positive=True)
    coords = (x, y, z)
    r = sp.sqrt(x**2 + y**2 + z**2)
    c, energy = sp.Integer(2), sp.Rational(-1, 5)
    v_s = -3 * sp.exp(-s) / s
    mass_s = 1 + (energy - v_s) / (2 * c**2)
    xi = (sp.diff(v_s, s) / (2 * mass_s**2 * c**2 * s)).subs(s, r)
    f = (1 / (2 * mass_s)).subs(s, r)
    sigma = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]
    psi = sp.Matrix([(x * z + sp.I * y) * sp.exp(-x**2 / 3),
                     (y + x**2 - sp.I * z) * sp.exp(-y**2 / 5)])

    def p(k, v):
        return -sp.I * v.diff(coords[k])

    def sigma_p(v):
        return sum((sigma[k] * p(k, v) for k in range(3)), sp.zeros(2, 1))

    left = sigma_p(f * sigma_p(psi))
    right = sum((p(k, f * p(k, psi)) for k in range(3)), sp.zeros(2, 1))
    for k in range(3):
        i, j = (k + 1) % 3, (k + 2) % 3
        l_psi = coords[i] * p(j, psi) - coords[j] * p(i, psi)
        right += xi * sigma[k] * l_psi / 2
    point = {x: sp.Rational(3, 5), y: sp.Rational(-2, 5),
             z: sp.Rational(7, 10)}
    return max(abs(complex(sp.N((left[i] - right[i]).subs(point), 20)))
               for i in range(2))


identity_error = check_operator_identity()
assert identity_error < 1e-11


def ls_matrix(l):
    m = np.arange(-l, l + 1)
    lz = np.diag(m.astype(float))
    lplus = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1)), -1)
    sz = np.diag([-0.5, 0.5])
    splus = np.array([[0.0, 0.0], [1.0, 0.0]])
    return (np.kron(lz, sz) + 0.5 * (np.kron(lplus, splus.T)
                                    + np.kron(lplus.T, splus)))


for l in (1, 2, 3):
    expected = [-(l + 1) / 2] * (2 * l) + [l / 2] * (2 * l + 2)
    assert np.allclose(np.linalg.eigvalsh(ls_matrix(l)), expected)


def fields(energy, c, r):
    cloud = (Z - 1) * np.exp(-r / SCREEN)
    v = -(1 + cloud) / r
    dv = (1 + cloud) / r**2 + cloud / (SCREEN * r)
    mass = 1 + (energy - v) / (2 * c**2)
    return v, dv, mass, dv / (2 * mass**2 * c**2 * r)


def propagate(matrix, start):
    """Fourth-order Runge-Kutta for the linear system dy/dln(r) = A y."""
    a = matrix(r_grid)
    a0, a1, am = a[:-1], a[1:], matrix(r_mid)
    one = np.eye(len(start))
    k2 = am @ (one + step / 2 * a0)
    k3 = am @ (one + step / 2 * k2)
    k4 = a1 @ (one + step * k3)
    transfer = one + step / 6 * (a0 + 2 * k2 + 2 * k3 + k4)
    path = np.empty((STEPS + 1, len(start)))
    path[0] = start
    for i in range(STEPS):
        path[i + 1] = transfer[i] @ path[i]
    return path


def eliminated(energy, c, K, derivative=False):
    """Large-component equation; derivative=True is for K = 0 only."""
    size = 4 if derivative else 2

    def matrix(r):
        v, _, mass, xi = fields(energy, c, r)
        a = np.zeros((len(r), size, size))
        w = r * (LL / (2 * mass * r**2) + v - energy + K * xi)
        for b in range(0, size, 2):
            a[:, b, b] = 1
            a[:, b, b + 1] = 2 * mass * r
            a[:, b + 1, b] = w
            a[:, b + 1, b + 1] = -1
        if derivative:
            a[:, 2, 1] = r / c**2
            a[:, 3, 0] = -r * (1 + LL / (4 * mass**2 * c**2 * r**2))
        return a

    power = np.sqrt(1 + LL + 2 * K - (Z / c)**2)
    start = np.zeros(size)
    start[:2] = 1.0, (power - 1) * c**2 / Z
    return propagate(matrix, start)


def dirac(energy, c, kappa):
    """Coupled first-order Dirac equations for large and small parts."""
    def matrix(r):
        v = fields(energy, c, r)[0]
        a = np.zeros((len(r), 2, 2))
        a[:, 0, 0] = -kappa
        a[:, 0, 1] = r * (2 * c + (energy - v) / c)
        a[:, 1, 0] = -r * (energy - v) / c
        a[:, 1, 1] = kappa
        return a

    gamma = np.sqrt(kappa**2 - (Z / c)**2)
    return propagate(matrix, np.array([1.0, c * (gamma + kappa) / Z]))


def find_level(solver, c, label):
    """Level with the chosen node number and P(RADIUS) = 0."""
    def count(energy):
        sign = np.sign(solver(energy, c, label)[:, 0])
        return int(np.sum(sign[1:] * sign[:-1] < 0))

    low, high = -80.0, 20.0
    n_low, n_high = count(low), count(high)
    assert n_low <= NODES < n_high
    while n_low != NODES or n_high != NODES + 1:
        middle = (low + high) / 2
        n_middle = count(middle)
        if n_middle <= NODES:
            low, n_low = middle, n_middle
        else:
            high, n_high = middle, n_middle
    return brentq(lambda e: solver(e, c, label)[-1, 0], low, high,
                  xtol=1e-12)


def sphere_integrals(energy, c):
    """Normalized u, orthogonal udot, and their spin-orbit integrals."""
    P, q, Pdot, qdot = eliminated(energy, c, 0.0, True).T
    _, dv, mass, xi = fields(energy, c, r_grid)

    def metric(a, b):
        weight = 1 + LL / (4 * mass**2 * c**2 * r_grid**2)
        return simpson((a[0] * b[0] * weight + a[1] * b[1] / c**2)
                       * r_grid, x=x_grid)

    raw = np.array([P, q])
    norm = metric(raw, raw)
    boundary = Pdot[-1] * q[-1] - P[-1] * qdot[-1]
    assert abs(boundary / norm - 1) < 1e-6
    u = raw / np.sqrt(norm)
    udot = np.array([Pdot, qdot + q / (2 * mass * c**2)]) / np.sqrt(norm)
    udot = udot - metric(u, udot) * u

    def coupling(a, b, function=xi):
        return simpson(a[0] * b[0] * function * r_grid, x=x_grid)

    inner = r_grid <= 0.1
    part = simpson((u[0]**2 * xi * r_grid)[inner], x=x_grid[inner])
    out = {"uu": coupling(u, u), "ud": coupling(u, udot),
           "dd": coupling(udot, udot), "nd": metric(udot, udot),
           "b": -u[0, -1] / udot[0, -1],
           "small": 1 - simpson(u[0]**2 * r_grid, x=x_grid),
           "unit_mass": coupling(u, u, dv / (2 * c**2 * r_grid))}
    out["inner"] = part / out["uu"]
    out["zeta"] = ((out["uu"] + 2 * out["b"] * out["ud"]
                    + out["b"]**2 * out["dd"])
                   / (1 + out["b"]**2 * out["nd"]))
    return out


# Scalar level, full Dirac levels, and the eliminated equation
c = C_LIGHT
e_scalar = find_level(eliminated, c, 0.0)
e_half = find_level(dirac, c, 1)
e_three = find_level(dirac, c, -2)
e_half_elim = find_level(eliminated, c, -1.0)
e_three_elim = find_level(eliminated, c, 0.5)
assert abs(e_half - e_half_elim) < 1e-6
assert abs(e_three - e_three_elim) < 1e-6

# The true first-order slope tests both xi and the small-part norm
direct = sphere_integrals(e_scalar, c)
zeta_direct = direct["uu"]
dk = 0.002
slope = (find_level(eliminated, c, dk)
         - find_level(eliminated, c, -dk)) / (2 * dk)
assert abs(slope / zeta_direct - 1) < 0.2 * direct["small"]

# Integrals at a displaced energy parameter
offset = 0.2
e_param = e_scalar - offset
result = sphere_integrals(e_param, c)
de = 0.005
difference = (sphere_integrals(e_param + de, c)["uu"]
              - sphere_integrals(e_param - de, c)["uu"]) / (2 * de)
# Explicit energy dependence of M enters only at relative order 1/c^2
assert abs(difference - 2 * result["ud"]) < 1e-3 * result["uu"]
errors = [abs(sphere_integrals(e_scalar - d, c)["zeta"] - zeta_direct)
          for d in (0.04, 0.02)]
error_ratio = errors[0] / errors[1]
assert 3.0 < error_ratio < 5.5

# Second variation in the six p spin-orbitals
zeta = result["zeta"]
levels = np.linalg.eigvalsh(e_scalar * np.eye(6) + zeta * ls_matrix(1))
split_second = levels[-1] - levels[0]
split_dirac = e_three - e_half
relative_error = 1.5 * zeta_direct / split_dirac - 1

# Weak-relativity limit: the same potential with a larger light speed
c_weak = 5 * c
e_weak = find_level(eliminated, c_weak, 0.0)
zeta_weak = sphere_integrals(e_weak, c_weak)["uu"]
split_weak = (find_level(dirac, c_weak, -2)
              - find_level(dirac, c_weak, 1))
weak_error = 1.5 * zeta_weak / split_weak - 1
assert abs(weak_error) < 0.05


def show(label, value, unit="", form=".6f"):
    print(f"{label}: {value:{form}} {unit}".rstrip())


show("Speed of light", c, "a.u.")
show("Nuclear charge", Z, "e", ".0f")
show("Screening length", SCREEN, "bohr", ".2f")
show("Sphere radius", RADIUS, "bohr", ".1f")
show("Radial nodes inside sphere", NODES, "", "d")
show("Operator identity, largest residual", identity_error, "", ".1e")
show("Scalar-relativistic p level", e_scalar, "hartree")
show("Energy parameter E_l", e_param, "hartree")
for radius in (0.001, 0.01, 0.1, 1.0):
    values = fields(e_param, c, np.array([radius]))
    show(f"M at r = {radius} bohr", values[2][0])
    show(f"xi at r = {radius} bohr", values[3][0], "hartree", ".5e")
show("xi_uu at E_l", result["uu"], "hartree", ".7f")
show("xi_u,udot at E_l", result["ud"], "(dimensionless)", ".7f")
show("xi_udot,udot at E_l", result["dd"], "1/hartree", ".7f")
show("Norm of udot, N_dd", result["nd"], "1/hartree^2")
show("Coefficient ratio B/A", result["b"], "hartree")
show("Finite difference d(xi_uu)/dE", difference, "", ".7f")
show("Twice xi_u,udot", 2 * result["ud"], "", ".7f")
show("Coupling zeta from u and udot", zeta, "hartree", ".7f")
show("Coupling zeta from u at the level", zeta_direct, "hartree", ".7f")
show("Level slope dE/dK at K = 0", slope, "hartree", ".7f")
show("Expansion error, offset 0.04 hartree", errors[0], "hartree", ".3e")
show("Expansion error, offset 0.02 hartree", errors[1], "hartree", ".3e")
show("Ratio of these errors", error_ratio, "", ".3f")
show("Small-component weight at the level", direct["small"], "", ".3e")
show("Share of xi_uu from r < 0.1 bohr", direct["inner"], "", ".5f")
show("xi_uu at the level with M set to 1 in xi",
     direct["unit_mass"], "hartree", ".7f")
show("Second-variation p1/2 level", levels[0], "hartree")
show("Second-variation p3/2 level", levels[-1], "hartree")
show("Dirac p1/2 level", e_half, "hartree")
show("Dirac p3/2 level", e_three, "hartree")
show("Eliminated-equation p1/2 level", e_half_elim, "hartree")
show("Eliminated-equation p3/2 level", e_three_elim, "hartree")
show("Second-variation splitting", split_second, "hartree")
show("Second-variation splitting", split_second * HARTREE_EV, "eV", ".4f")
show("Dirac splitting", split_dirac, "hartree")
show("Dirac splitting", split_dirac * HARTREE_EV, "eV", ".4f")
show("First-order splitting error, u at the level",
     100 * relative_error, "%", ".3f")
show("Same error with light speed times 5", 100 * weak_error, "%", ".3f")
show("Scalar p power of P at nucleus", np.sqrt(3 - (Z / c)**2), "", ".5f")
show("Dirac p1/2 power of P at nucleus",
     np.sqrt(1 - (Z / c)**2), "", ".5f")
print("checks complete")
```

Output:

```
Speed of light: 137.035999 a.u.
Nuclear charge: 80 e
Screening length: 0.35 bohr
Sphere radius: 3.0 bohr
Radial nodes inside sphere: 4
Operator identity, largest residual: 4.2e-143
Scalar-relativistic p level: 0.080501 hartree
Energy parameter E_l: -0.119499 hartree
M at r = 0.001 bohr: 3.124050
xi at r = 0.001 bohr: 2.18249e+05 hartree
M at r = 0.01 bohr: 1.207077
xi at r = 0.01 bohr: 1.46133e+03 hartree
M at r = 0.1 bohr: 1.016070
xi at r = 0.1 bohr: 1.99432e+00 hartree
M at r = 1.0 bohr: 1.000144
xi at r = 1.0 bohr: 4.92447e-04 hartree
xi_uu at E_l: 0.0910005 hartree
xi_u,udot at E_l: 0.1031669 (dimensionless)
xi_udot,udot at E_l: 0.1169689 1/hartree
Norm of udot, N_dd: 1.615062 1/hartree^2
Coefficient ratio B/A: 0.215718 hartree
Finite difference d(xi_uu)/dE: 0.2063244
Twice xi_u,udot: 0.2063339
Coupling zeta from u and udot: 0.1311006 hartree
Coupling zeta from u at the level: 0.1350067 hartree
Level slope dE/dK at K = 0: 0.1350068 hartree
Expansion error, offset 0.04 hartree: 1.792e-04 hartree
Expansion error, offset 0.02 hartree: 4.556e-05 hartree
Ratio of these errors: 3.934
Small-component weight at the level: 1.998e-04
Share of xi_uu from r < 0.1 bohr: 0.97350
xi_uu at the level with M set to 1 in xi: 0.1960876 hartree
Second-variation p1/2 level: -0.050600 hartree
Second-variation p3/2 level: 0.146051 hartree
Dirac p1/2 level: -0.097464 hartree
Dirac p3/2 level: 0.142034 hartree
Eliminated-equation p1/2 level: -0.097464 hartree
Eliminated-equation p3/2 level: 0.142034 hartree
Second-variation splitting: 0.196651 hartree
Second-variation splitting: 5.3511 eV
Dirac splitting: 0.239497 hartree
Dirac splitting: 6.5171 eV
First-order splitting error, u at the level: -15.444 %
Same error with light speed times 5: -0.488 %
Scalar p power of P at nucleus: 1.63070
Dirac p1/2 power of P at nucleus: 0.81191
checks complete
```
